## The zero-wavevector term in short-range exchange

Take silicon in its two-atom cell, on a $4\times4\times4$ mesh of k-points, and hafnia in its twelve-atom cell, on a $2\times2\times2$ mesh. Treat both with a hybrid functional that contains one quarter of short-range exchange. If a single term is left out of the exchange sum, the one with zero wavevector transfer, the valence edge rises by 0.102 eV in silicon and by 0.237 eV in hafnia. The conduction edges stay where they were. The valence offset between the two materials then changes by 0.135 eV, although the omitted term contains no information about either material except the volume of its cell. This section derives the term and explains these numbers.

### Setting and conventions

Equations are in Hartree atomic units unless a unit is written. The exchange interaction is

$$w(r)=\frac{\operatorname{erfc}(\omega r)}{r}, \tag{1}$$

where $1/\omega$ sets its range, and it enters with weight $\alpha$. The crystal is an insulator with closed shells, so each band is full or empty. The cell volume is $\Omega$. The mesh is uniform, contains $\mathbf k=0$, and has $N_k$ points, counted before any reduction by symmetry, and it serves both for the exchange sum and for the states whose energies are read. Such a mesh is equivalent to periodic boundary conditions on a supercell of volume

$$V=N_k\Omega. \tag{2}$$

The Bloch states $\varphi_{n\mathbf k}$ are orthonormal over $V$. Exchange couples equal spins, so the sums below run over the occupied states of one spin. The exchange operator acts as

$$(X\psi)(\mathbf r)=-\alpha\sum_{m\mathbf k'}^{\rm occ}\varphi_{m\mathbf k'}(\mathbf r)\int_V \varphi^*_{m\mathbf k'}(\mathbf r')\,w_V(\mathbf r-\mathbf r')\,\psi(\mathbf r')\,d^3r'. \tag{3}$$

Here $w_V$ is $w$ summed over all supercell translations. Integrating over one supercell with $w_V$ is the same as integrating over all space with $w$, because the orbitals repeat.

### The kernel and its finite limit

The Fourier transform of (1) is $v(K)=\int w(r)e^{-i\mathbf K\cdot\mathbf r}d^3r$. The angular average of the exponential is $\sin(Kr)/(Kr)$, so

$$v(K)=\frac{4\pi}{K}\int_0^\infty \operatorname{erfc}(\omega r)\sin(Kr)\,dr. \tag{4}$$

Integrate by parts, with $(1-\cos Kr)/K$ as the antiderivative of $\sin Kr$. The boundary term vanishes at $r=0$ because of this choice, and at infinity because erfc vanishes there. Since the derivative of $\operatorname{erfc}(\omega r)$ is $-(2\omega/\sqrt\pi)e^{-\omega^2r^2}$,

$$v(K)=\frac{4\pi}{K^2}\,\frac{2\omega}{\sqrt\pi}\int_0^\infty(1-\cos Kr)\,e^{-\omega^2r^2}dr. \tag{5}$$

Let $J(K)=\int_0^\infty e^{-\omega^2r^2}\cos(Kr)\,dr$. Differentiating with respect to $K$ and integrating by parts gives $J'=-(K/2\omega^2)J$. With $J(0)=\sqrt\pi/(2\omega)$ the solution is $J=(\sqrt\pi/2\omega)e^{-K^2/4\omega^2}$. Hence

$$v(K)=\frac{4\pi}{K^2}\left[1-e^{-K^2/4\omega^2}\right]. \tag{6}$$

At $K=0$ this has the form $0/0$, which must be read as a limit. With $x=K^2/4\omega^2$ the bracket is $x-x^2/2+\dots$, and therefore

$$v(K)=\frac{\pi}{\omega^2}\left(1-\frac{K^2}{8\omega^2}+\dots\right),\qquad v(0)=\frac{\pi}{\omega^2}. \tag{7}$$

The same value follows without a limit, because the transform at $K=0$ is the volume integral of the interaction:

$$v(0)=4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr
=4\pi\,\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr
=4\pi\,\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac{\pi}{\omega^2}. \tag{8}$$

The second form comes from integrating $r$ to $r^2/2$ by parts. For $\omega=0.11$ bohr$^{-1}$, quadrature of the first integral and the formula both give 259.636 hartree bohr$^3$. As $\omega\to0$ the value diverges: the bare Coulomb interaction has no finite volume integral, and its zero-wavevector term needs a different treatment.

### What the term does to the bands

The periodic interaction has the Fourier series

$$w_V(\mathbf r)=\frac1V\sum_{\mathbf K}v(K)\,e^{i\mathbf K\cdot\mathbf r}, \tag{9}$$

with $\mathbf K$ running over the reciprocal vectors of the supercell. Insert (9) in (3) and take the expectation value in $\varphi_{n\mathbf k}$. The two space integrals are complex conjugates of each other, so

$$\langle n\mathbf k|X|n\mathbf k\rangle=-\frac{\alpha}{V}\sum_{m\mathbf k'}^{\rm occ}\sum_{\mathbf K}v(K)\,|M|^2,\qquad
M=\int_V\varphi^*_{m\mathbf k'}e^{-i\mathbf K\cdot\mathbf r}\varphi_{n\mathbf k}\,d^3r. \tag{10}$$

Under a lattice translation $\mathbf T$ the integrand of $M$ acquires the phase $e^{i(\mathbf k-\mathbf k'-\mathbf K)\cdot\mathbf T}$. The integral vanishes unless this phase is one for every $\mathbf T$, which requires $\mathbf K=\mathbf k-\mathbf k'+\mathbf G$ with $\mathbf G$ a reciprocal vector of the primitive cell. The term $\mathbf K=0$ thus arises for $\mathbf k'=\mathbf k$ and $\mathbf G=0$. There $M$ is an overlap of two orthonormal states, $M=\delta_{mn}$. The term contributes $-\alpha v(0)/V$ if $n$ is occupied and nothing if $n$ is empty.

The operator form is stronger. The $\mathbf K=0$ part of (9) is the constant $v(0)/V$. In (3) it can be taken out of the integral, which leaves

$$X_0=-\Delta\,P,\qquad P=\sum_{m\mathbf k'}^{\rm occ}|\varphi_{m\mathbf k'}\rangle\langle\varphi_{m\mathbf k'}|,\qquad
\Delta=\frac{\alpha\pi}{\omega^2N_k\Omega}. \tag{11}$$

In units with dimensions, the factor $e^2/4\pi\varepsilon_0$ multiplies the interaction, and $\Delta=\alpha e^2/(4\varepsilon_0\omega^2N_k\Omega)$.

Leaving the term out means replacing the one-electron Hamiltonian $F$ by $F+\Delta P$. Let $P$ be a self-consistent solution with the term kept. The occupied states are then eigenstates of $F$, so $F$ and $P$ commute. Acting on the same orbitals,

$$(F+\Delta P)\varphi_{n\mathbf k}=\begin{cases}(\varepsilon_{n\mathbf k}+\Delta)\,\varphi_{n\mathbf k}, & n\ \text{occupied},\\ \varepsilon_{n\mathbf k}\,\varphi_{n\mathbf k}, & n\ \text{empty}.\end{cases} \tag{12}$$

The orbitals, the density, and every potential built from them are unchanged, so the old solution is also a solution of the new problem. It still has the lowest levels filled if the original gap exceeds $\Delta$. Every occupied level then rises by $\Delta$, and the gap shrinks by $\Delta$. The statement concerns this solution; it does not exclude that a calculation finds another one.

The total energy shows why the orbitals do not respond. Exchange energy is half the sum of expectation values of $X$ over occupied states, so the missing part is $-\tfrac12\Delta\,{\rm Tr}P^2$ for each spin. For full and empty states $P^2=P$, and the trace is the number of electrons of that spin. The missing energy is therefore the same for every Slater determinant with the given electron numbers, and it cannot favour one set of orbitals over another. Per cell with $N_e$ electrons, omission raises the energy by $N_e\Delta/2$. This constant does depend on volume. With $N_k$ and $\omega$ fixed, $\Delta\propto1/\Omega$, and the omission adds a pressure

$$p_0=-\frac{d}{d\Omega}\left(\frac{N_e\Delta}{2}\right)=\frac{N_e\Delta}{2\Omega}. \tag{13}$$

Equation (12) was tested on two self-consistent model crystals, each with two unequal potential wells and two occupied bands per cell, with Hartree and short-range exchange interactions. The first has a cell of $12\times6\times6$ bohr and a $2\times2\times2$ mesh, so $V=0.512$ nm$^3$. The second has a cell of $13\times7\times7$ bohr, a $1\times2\times1$ mesh, and $V=0.189$ nm$^3$. Solving each twice, with and without the term, raises all occupied levels by 0.5111 eV in the first crystal and by 1.3864 eV in the second, as (11) predicts. No empty level moves by more than about $10^{-11}$ eV. The gaps, 11.7 and 12.6 eV, are far larger than the shifts, as the filling condition requires.

### Two conditions on the law

The first condition is full or empty bands. With fractional occupations $f_m$, the operator in (11) becomes $-\Delta\sum_m f_m|m\rangle\langle m|$, and at fixed orbitals and occupations a level shifts by $f_m\Delta$. But $\sum f_m^2$ is no longer fixed by the electron number, so occupations and orbitals can respond. A metal treated with fractional or smeared occupations therefore does not obey (12) as it stands. If every state on the mesh is either full or empty, $P^2=P$ and (12) holds for a metal too, as long as the filling order is preserved.

The second condition is that the level is read at a mesh point. If $\mathbf k$ lies off the exchange mesh, the state does not repeat over $V$, and the integral in (3) must be taken over all space with $w$. The product $\varphi^*_{m\mathbf k'}\varphi_{n\mathbf k}$ contains only the wavevectors $\mathbf k-\mathbf k'+\mathbf G$, so (10) still holds with $\mathbf K$ running over these values, and none of them is zero. No term is omitted, and there is no shift. A valence band plotted along a line, with each point evaluated by the sum (10) at fixed occupied states, then shows isolated points that lie too high by $\Delta$ wherever the line meets the mesh.

This was tested in a crystal with a separable cosine potential, one occupied band, the volume of the hafnia cell, and a $2\times2\times2$ mesh. The state was moved from the zone corner by $10^{-4}$ of a reciprocal lattice vector along each axis. With the term omitted, its exchange energy drops by 237.1 meV. With the term kept, it changes by 0.00002 meV.

### The isolated-orbital limit

The meaning of the term in real space is clearest for a band made of one localized orbital $\chi$ per cell, without overlap between cells. The Bloch state is $\varphi_{\mathbf k}=N_k^{-1/2}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\chi(\mathbf r-\mathbf T)$. In $M$ the products of orbitals from different cells vanish, and each of the $N_k$ remaining terms gives the same value because the phases cancel for $\mathbf K=\mathbf k-\mathbf k'+\mathbf G$. So $M=n(\mathbf K)$, the Fourier transform of $|\chi|^2$. As $\mathbf k'$ and $\mathbf G$ vary, $\mathbf K$ takes each supercell reciprocal vector once:

$$\langle\mathbf k|X|\mathbf k\rangle=-\frac{\alpha}{V}\sum_{\mathbf K}v(K)|n(\mathbf K)|^2=-\alpha\sum_{\mathbf L}U(\mathbf L). \tag{14}$$

The last form follows from (9). $U(\mathbf L)$ is the interaction through $w$ between $|\chi|^2$ and its copy displaced by the supercell translation $\mathbf L$. The wanted quantity is $U(0)$, the short-range self-interaction of the orbital. The others are images, which are negligible when the supercell is much wider than both $1/\omega$ and the orbital.

Omitting $\mathbf K=0$ replaces $w_V$ by $w_V-v(0)/V$, an interaction whose average over the supercell is zero. Each orbital then also interacts with a uniform background of opposite sign, which is absent from the physical problem. The background becomes more dilute as $V$ grows, hence the factor $1/V$.

For a Gaussian density proportional to $e^{-r^2/2\sigma^2}$ with $\sigma=1.5$ bohr in a cubic box of edge 40 bohr, a real-space integral gives $U(0)=0.258257$ hartree. The reciprocal sum gives 0.258257 hartree with the zero term and 0.254200 hartree without it. The deficit, 0.004057 hartree, equals $v(0)/V=259.636/40^3$ hartree.

Equation (14) also shows when keeping the term is not enough. If $\omega\to0$ at fixed $V$, more and more images come within range, and their sum grows as $v(0)/V$. The finite term is then correct for the periodic problem, but that problem no longer represents an isolated orbital.

### Mesh error with and without the term

In an extended crystal, the sum over $\mathbf k'$ in (10) is a mesh average of a function $f(\mathbf k')$ that is periodic in reciprocal space. Write $f(\mathbf k')=\sum_{\mathbf T}f_{\mathbf T}e^{i\mathbf k'\cdot\mathbf T}$, with $\mathbf T$ the lattice translations. Averaging over the mesh removes every exponential except those with $\mathbf T=\mathbf L$, a supercell translation. The term $\mathbf L=0$ is the converged integral, so the mesh error is

$$\delta=\sum_{\mathbf L\neq0}f_{\mathbf L}. \tag{15}$$

The kernel (6) is smooth at $K=0$, by (7). If a gap separates the occupied bands everywhere, and the potential is regular enough for their projector to be smooth in $\mathbf k'$, then $f$ is smooth. Its Fourier coefficients fall faster than any power of distance, and so does $\delta$. Omission adds $\Delta$, giving a total error $\delta+\Delta$. On a fine mesh $\Delta$ dominates, because it falls only as $1/N_k$.

In the separable crystal of hafnia volume, with the potential set to give a gap of 5.8 eV, errors of the valence-edge exchange energy relative to a mesh of eight points per axis are as follows.

| Points per axis | Term kept (meV) | Term omitted (meV) |
|---|---|---|
| 2 | −17.09 | 220.0 |
| 4 | −0.015 | 29.6 |

From the first row to the second, the supercell volume grows by a factor of 8. The error with the term omitted falls by a factor of 7.4, and the error with the term kept by a factor of about 1100.

### Silicon and hafnia

The parameters are those of the HSE06 functional, $\alpha=0.25$ and $\omega=0.11$ bohr$^{-1}$, or 2.08 nm$^{-1}$. Then $\alpha v(0)=0.25\times259.636=64.91$ hartree bohr$^3$, which is 0.2617 eV nm$^3$. With rough cell volumes of 0.040 and 0.138 nm$^3$,

$$\Delta_{\rm Si}=\frac{0.2617}{64\times0.040}=0.102\ {\rm eV},\qquad
\Delta_{\rm ox}=\frac{0.2617}{8\times0.138}=0.237\ {\rm eV}. \tag{16}$$

These shifts reduce rough gaps of 1.1 and 5.8 eV by 9% and 4%.

To align bulk bands, each valence edge is measured from the average electrostatic potential of its own bulk, and an interface calculation supplies the difference of the two averages. That difference depends on the density, which omission leaves unchanged as long as the interface cell also satisfies the conditions for (12). The offset therefore inherits the two bulk shifts:

$$\delta\!\left(E_v^{\rm Si}-E_v^{\rm ox}\right)=\Delta_{\rm Si}-\Delta_{\rm ox}
=\frac{\alpha\pi}{\omega^2}\left(\frac1{V_{\rm Si}}-\frac1{V_{\rm ox}}\right)=-0.135\ {\rm eV}. \tag{17}$$

The silicon valence edge lies above that of hafnia, so the hole barrier comes out too low. The conduction offset is not affected. The error would vanish if both bulk calculations had the same $N_k\Omega$, but both gaps would still be wrong. If one valence edge were read off its mesh, its shift would be absent from (17), and the other would enter alone. If both edges are instead read as local band edges within one interface supercell, they share one $\Delta$, and the omission leaves their difference unchanged.

Keeping the term removes this shift and restores the fast convergence of (15). It does not give the smaller error on every mesh: the image error in (14) has the sign opposite to $\Delta$, and when the supercell edge is about $1/\omega$ or less it is the larger of the two. If it is omitted, a shift below 10 meV needs $N_k\Omega>26.2$ nm$^3$, which means 9 points per axis for silicon and 6 for hafnia.

Keeping the term does not make these coarse meshes accurate. The conduction edge also has a mesh error, which is the same with and without the term, and on a coarse mesh $\delta$ and $\Delta$ can partly cancel, so a gap computed with the term omitted may by accident lie closer to the converged value. Separable crystals with the same volumes, meshes and rough gaps have remaining errors of −29 meV for silicon, relative to 16 points per axis, and −17 meV for hafnia. They show that an error of tens of meV can remain with the term kept; they are not estimates for the real solids, whose valence bands are more complicated. The silicon-like error is the larger one although its supercell is larger, so the supercell volume alone does not determine the error that remains when the term is kept. In these models, counting only the valence-edge exchange energy at fixed orbitals, the offset error is $-29+17=-12$ meV with the term kept and about −147 meV with it omitted.

In a real silicon/hafnia stack the valence offset is roughly 3 eV, so (17) is an error of about 4 to 5%. The cell volumes and functional parameters used here are realistic; the meshes are deliberately coarse. At 400 K the thermal energy is 34.5 meV. If the wrong barrier were used in a Boltzmann factor, with the prefactor held fixed, the rate would be too large by $e^{134.8/34.5}\approx50$. This factor shows the sensitivity of thermal emission to the barrier and does not predict a leakage current: over a barrier of 3 eV thermal emission is negligible at 400 K, and holes cross a real film by tunnelling or through defects. Thermal occupation breaks the assumption of full bands, but the factor $e^{-E_g/2k_BT}$ for silicon is about $10^{-7}$, so $\Delta$ hardly changes. Two neglected effects on the edges themselves are larger than this thermal change in $\Delta$. A rough spin-orbit splitting of 40 meV raises the silicon valence edge by one third of that, 13 meV, since four states move up and two move down by twice as much. A rough gap slope of −0.3 meV/K narrows the silicon gap by 30 meV between 300 and 400 K. A stack may also contain a metal gate, to which (12) does not apply when its occupations are fractional, or a thin silicon oxide layer, whose effect on the offset is not estimated here.

## Numbers as computed

```
exchange fraction alpha = 0.25
screening omega = 0.11 1/bohr = 2.079 1/nm
v(0) from formula = 259.6358 hartree bohr^3
v(0) from quadrature = 259.6358 hartree bohr^3
alpha*v(0) = 0.2617 eV nm^3
Gaussian orbital: width 1.5 bohr, box 40 bohr
  self-exchange, real space = 0.258257 hartree
  K sum with zero term = 0.258257 hartree
  K sum without zero term = 0.254200 hartree
self-consistent crystal 1: Nk*Omega = 0.5121 nm^3
  gap with term kept = 11.659 eV
  occupied shift, min and max = 0.511071, 0.511071 eV
  formula shift = 0.511071 eV
  largest empty-level shift = 1.2e-11 eV
self-consistent crystal 2: Nk*Omega = 0.1888 nm^3
  gap with term kept = 12.634 eV
  occupied shift, min and max = 1.386391, 1.386391 eV
  formula shift = 1.386391 eV
  largest empty-level shift = 8.3e-12 eV
silicon: rough cell volume = 0.040 nm^3, mesh 4x4x4
  Nk*Omega = 2.560 nm^3
  valence-edge shift on omission = 0.1022 eV
  mesh per axis for shift below 10 meV = 9
  model crystal: rough gap 1.1 eV, reference mesh 16 per axis
  model mesh error, term kept = -29.303 meV
hafnia: rough cell volume = 0.138 nm^3, mesh 2x2x2
  Nk*Omega = 1.104 nm^3
  valence-edge shift on omission = 0.2371 eV
  mesh per axis for shift below 10 meV = 6
  model crystal: rough gap 5.8 eV, reference mesh 8 per axis
  model mesh error, term kept = -17.095 meV
error of Ev(silicon)-Ev(hafnia) = -0.1348 eV
hafnia-size model, 2 per axis: error kept = -17.0946 meV, dropped = 219.982 meV
hafnia-size model, 4 per axis: error kept = -0.0152 meV, dropped = 29.619 meV
off-mesh jump, term kept = 0.00002 meV
off-mesh jump, term dropped = -237.077 meV
kT at 400 K = 34.5 meV
silicon thermal factor exp(-Eg/2kT) = 1.2e-07
rough spin-orbit splitting, silicon = 40 meV
  edge rise, one third of it = 13 meV
rough silicon gap slope = -0.3 meV/K
  gap change, 300 to 400 K = -30 meV
```
